# Does the Blech Product Make Every Interconnect Segment Immortal?

Q: I screen interconnects one segment at a time. If the current density times the length, $jL$, is below the critical Blech product, I call the segment immortal. Here is a passivated aluminium line at 373 K with two segments of 50 µm in series, both at 0.5 MA/cm². Each has $jL=2500$ A/cm, against a critical value of 4440 A/cm. So neither can form a void, however long I wait.

A: What separates the two segments?

Q: A tap halfway along: a tungsten plug, which carries no current at present. The aluminium runs straight over it. The two outer ends sit on tungsten plugs too.

A: Then let us see what your critical value assumes. Tungsten blocks aluminium atoms, so I take no atom flux through the outer ends or into the tap. Let $x$ point along the electron flow, and count $j$ as positive when electrons move towards $+x$. Tension is positive stress. Cross-section, resistivity $\rho$ and elastic confinement are uniform.

Two forces act on an atom. The electron wind pushes it towards $+x$ with

$$F=eZ^*\rho j ,$$

where $\rho j$ is the magnitude of the electric field and $Z^*$ that of the effective charge number. Stress provides the other. Adding an atom of volume $\Omega$ to metal under tension $\sigma$ relieves some stretch and lowers the energy by $\Omega\sigma$, to leading order in stress over modulus. The chemical potential is therefore $\mu=\mu_0-\Omega\sigma$, and its force is $-\partial\mu/\partial x=+\Omega\,\partial\sigma/\partial x$: atoms are drawn towards tension.

The drift velocity is the mobility $D/(kT)$ times the total force, and there are $1/\Omega$ atoms per unit volume. The flux is

$$J=\frac{D}{\Omega kT}\left(F+\Omega\frac{\partial\sigma}{\partial x}\right)
=\frac{D}{kT}\left(\frac{\partial\sigma}{\partial x}+G\right),\qquad
G=\frac{eZ^*\rho j}{\Omega}.$$

Q: And the back-stress stops the flux. That is my point.

A: It does. In a steady state $J$ is the same all along the line, and it vanishes at a blocked end, so it vanishes throughout. This gives

$$\frac{d\sigma}{dx}=-G .$$

The tension falls along the electron flow. But this fixes a slope. What fixes the height of the line?

Q: The threshold does not enter there, so I suppose the initial stress does.

A: Together with the number of atoms. Let $c$ be the local fractional excess of atoms. Adding atoms to confined metal makes the stress more compressive, $d\sigma=-B\,dc$, with $B$ an effective modulus of metal and surroundings. Since $c/\Omega$ is the excess per unit volume, atom conservation reads $\partial c/\partial t=-\Omega\,\partial J/\partial x$. Multiplying by $-B$,

$$\frac{\partial\sigma}{\partial t}=B\Omega\frac{\partial J}{\partial x}
=\frac{\partial}{\partial x}\left[\kappa\left(\frac{\partial\sigma}{\partial x}+G\right)\right],
\qquad \kappa=\frac{DB\Omega}{kT}.$$

Integrate over metal whose two ends are blocked. The right side becomes the difference of two end fluxes, both zero, so $\int\sigma\,dx$ keeps its initial value. Wind and back-stress redistribute the stress but leave its average alone.

Q: For one segment, then, the average stays at the initial tension $\sigma_i$.

A: Yes, if that segment is blocked at both of its own ends. With $\sigma=\sigma(0)-Gx$ the average over $0<x<L$ is $\sigma(0)-GL/2$. Setting it equal to $\sigma_i$ gives the peak

$$\sigma(0)=\sigma_i+\frac{GL}{2}.$$

A void nucleates when the tension reaches a threshold $\sigma_n$. Putting $\sigma(0)=\sigma_n$ and inserting $G$,

$$\frac{eZ^*\rho\,jL}{2\Omega}=\sigma_n-\sigma_i
\quad\Longrightarrow\quad
(jL)_c=\frac{2\Omega(\sigma_n-\sigma_i)}{eZ^*\rho}.$$

That is your critical product, and the factor 2 comes from averaging over that one segment.

Q: Let me put in my numbers. I use $Z^*=4$, $\rho=3.5$ µΩ cm, $\Omega=0.0166$ nm³, $\sigma_i=100$ MPa and $\sigma_n=400$ MPa, all rough typical values. The field is $\rho j=(3.5\times10^{-8}\ \Omega\,\mathrm{m})(5\times10^{9}\ \mathrm{A/m^2})=175$ V/m. Four charges make the force $7.0\times10^{-4}$ eV/µm. Dividing by $\Omega$ gives $G=6.756$ MPa/µm, so

$$GL=6.756\times50=337.8\ \mathrm{MPa},\qquad
\sigma(0)=100+\frac{337.8}{2}=268.9\ \mathrm{MPa}.$$

That is well below 400 MPa. The critical product is $2500\times300/168.9=4440$ A/cm. Both segments pass.

A: Both pass a test for metal that is blocked at $x=0$ and at $x=L$. Is yours blocked at $x=L$?

Q: No, the aluminium is continuous there. But the stress gradient still balances the wind in each segment. Why should it matter whether atoms could cross the joint, if in the end none do?

A: Because they cross before the end. The first segment can lose atoms to the second on the way to the steady state, so its own average stress need not stay at $\sigma_i$. The average over both segments does.

Let the currents differ for now, with drives $G_1$ and $G_2$, and write $s=\sigma-\sigma_i$ for the rise above the initial tension. Zero flux gives

$$s=s_0-G_1x\quad(0<x<L),\qquad
s=s_0-G_1L-G_2(x-L)\quad(L<x<2L).$$

I have made $s$ continuous at the joint, since a jump in chemical potential across open metal would drive an unbounded flux. The integral of $s$ over the pair must vanish:

$$\left(s_0L-\frac{G_1L^2}{2}\right)+\left(s_0L-G_1L^2-\frac{G_2L^2}{2}\right)=0 .$$

Collecting terms, $2s_0L=\tfrac32G_1L^2+\tfrac12G_2L^2$. Dividing by $2L$, then subtracting $G_1L$ to reach the joint and $G_2L$ to reach the far end, we find

$$s_0=\frac{(3G_1+G_2)L}{4},\qquad
s_{\rm joint}=\frac{(G_2-G_1)L}{4},\qquad
s_{\rm end}=-\frac{(G_1+3G_2)L}{4}.$$

Now put in your equal currents.

Q: With $G_1=G_2=G$ I get $GL$, $0$ and $-GL$. The peak rise has doubled. At the first end the tension is $100+337.8=437.8$ MPa, which is above the threshold.

A: So a void nucleates in a segment that passed your test. In general this happens to two equal segments with equal currents in the same direction when $GL>\sigma_n-\sigma_i>GL/2$, which is

$$\frac{(jL)_c}{2}<jL<(jL)_c .$$

Your ratio is $2500/4440=0.563$, inside that window.

Q: Yet the stress difference across each segment is still $GL$, as it was before.

A: That is where the belief goes wrong. The product $jL$ sets the stress difference across a segment. Nucleation depends on the stress itself. To get from one to the other you need the level, and atom conservation over all the connected metal sets it. An isolated segment spreads its difference evenly about $\sigma_i$, from $+GL/2$ to $-GL/2$. In the pair, the first segment runs from $+GL$ to $0$ and the second from $0$ to $-GL$. The first has exported atoms to the second.

Q: So the second segment is safe from voids?

A: In this model, yes, while the current keeps this direction: its tension nowhere exceeds $\sigma_i$. Its far end settles at $100-337.8=-237.8$ MPa, a compression. Reverse both currents and the two segments exchange roles.

Q: Could I have seen this by calling the whole thing one line of 100 µm?

A: For equal currents in the same direction, yes. Its product is 5000 A/cm, above 4440 A/cm. A tap that passes neither current nor atoms does not divide the metal, even if the layout file lists two segments. With different currents the total length is not enough, and you need the three stresses above.

Q: Show me how much the currents matter. Keep the lengths, the material and the initial tension fixed.

A: These are the steady tensions in MPa, with 0.5 MA/cm² in each active segment:

| Case | First end | Joint | Last end |
|---|---:|---:|---:|
| Same direction | 437.8 | 100.0 | −237.8 |
| Both towards joint | 268.9 | −68.9 | 268.9 |
| Second idle | 353.4 | 15.5 | 15.5 |
| First idle | 184.5 | 184.5 | −153.4 |

The directions are those of the electrons. When both flows run towards the joint, the segments compete to deposit atoms there, and neither can use the other as a sink. The peak rise is $GL/2$, the isolated value. If both run away from it, $G_1=-G$ and $G_2=G$ put the same rise of $GL/2$ at the joint.

Q: The third row surprises me. An idle segment carries no current, and it still raises the peak.

A: It stores atoms. With $G_2=0$ the first end rises by $3GL/4$ instead of $GL/2$, because the idle metal downstream accepts what the wind removes. Idle metal upstream does the opposite: it supplies atoms, and the peak rise drops to $GL/4$. An idle segment can therefore harm or protect its neighbour, depending on the electron direction.

Q: Is there any case in which my original statement is right?

A: Seal the joint. If the line passes through a tungsten plug there, so that current crosses and atoms do not, each segment conserves its own atoms. Both then run from 268.9 to −68.9 MPa and stay below the threshold. Within this model, the single-segment test is valid for a segment with atom-blocking ends, a uniform cross-section and the stated initial tension.

Q: And for an open joint, what should I use instead?

A: Find the highest tension that the whole piece of atom-connected metal reaches at any time, and compare that with $\sigma_n$. With unequal lengths this can exceed the highest steady value: a short segment may settle while the joint is still well above its final stress, and its peak then falls later, as a long neighbour goes on driving atoms towards the joint. For two equal segments whose current densities do not exceed $j$ in magnitude, the formulas bound the steady rise. At the outer ends the coefficients have magnitudes $3/4$ and $1/4$, so the rise is at most $GL$. At the joint both are $1/4$, so it is at most $GL/2$. The profile is straight between these points, so no larger value hides inside.

The approach to the steady state does not exceed $GL$ either. Split the drives into a common part $(G_1+G_2)/2$ and an opposite part $\pm(G_1-G_2)/2$, and add their effects. The common part acts on a blocked line of length $2L$. It changes the stress at an outer end by at most $|G_1+G_2|L/2$, and by symmetry leaves the joint at $\sigma_i$. The opposite part sends no atoms through the joint, again by symmetry, so it acts on two isolated segments and changes the stress at their ends by at most $|G_1-G_2|L/4$. These limits hold at all times, because the end stress of a uniformly driven blocked line moves steadily to its final value, as the series further below shows. Their sum is at most $(|G_1+G_2|+|G_1-G_2|)L/2$, which is $L$ times the larger of $|G_1|$ and $|G_2|$, hence at most $GL$. Inside a segment the stress obeys a plain diffusion equation, which creates no new maximum. A sufficient condition is

$$GL<\sigma_n-\sigma_i\quad\Longleftrightarrow\quad jL<\frac{(jL)_c}{2}=2220\ \mathrm{A/cm}.$$

It presumes equal lengths and cross-sections, blocked outer ends and no further connected metal. It bounds the tension only, so it guards against voids, not against extrusion or cracking under compression.

Q: Has the factor of one half been checked other than by solving the same equation?

A: It has been checked with a hopping model, which shares the two forces and atom conservation but uses none of the solutions above. Atoms hop between cells 1 µm long, at forward and backward rates set by the wind work and the chemical potential. At 0.98 times the halved critical product the steady peak stayed below 400 MPa, and at 1.02 times it lay above. The tensions in the table also come from that calculation and agree with the formulas. The numerical output lists them.

Q: Here is my practical objection. Suppose I stress such a line for a few weeks and find no void. Does that not show that it is immortal?

A: That depends on how quickly the far segment makes itself felt. Take a blocked line of length $\ell$ with constant $\kappa$, and subtract the steady profile:

$$s(x,t)=G\left(\frac{\ell}{2}-x\right)+u(x,t).$$

Blocked ends require $\partial s/\partial x=-G$, so $\partial u/\partial x=0$ there. Inside, $u$ obeys $\partial u/\partial t=\kappa\,\partial^2u/\partial x^2$. Since $s=0$ initially, $u(x,0)=G(x-\ell/2)$. These end conditions call for cosines:

$$u=\sum_{n\ge1}a_n\cos\frac{n\pi x}{\ell}\;e^{-n^2\pi^2\kappa t/\ell^2}.$$

There is no constant term because $u$ averages to zero. In the coefficient, the constant part of $u(x,0)$ integrates to zero against the cosine, and integrating the rest by parts gives

$$a_n=\frac{2G}{\ell}\int_0^\ell x\cos\frac{n\pi x}{\ell}\,dx
=\frac{2G\ell}{n^2\pi^2}\left[(-1)^n-1\right].$$

This is zero for even $n$ and $-4G\ell/(n^2\pi^2)$ for odd $n$. At the cathode, $x=0$,

$$s(0,t)=G\ell\left[\frac12-\frac{4}{\pi^2}\sum_{n\ \rm odd}\frac{e^{-n^2\pi^2\kappa t/\ell^2}}{n^2}\right].$$

Use $\ell=L$ for the isolated segment and $\ell=2L$ for your pair.

Q: I take $D=10^{-14}$ cm²/s and $B=20$ GPa, again rough. Then $\kappa=6.45\times10^{-13}$ cm²/s and $(2L)^2/\kappa=4.92$ years.

A: The cathode tensions in MPa are then

| Time (years) | Isolated | Pair |
|---:|---:|---:|
| 0.05 | 176.9 | 176.9 |
| 0.20 | 241.4 | 253.7 |
| 0.50 | 266.4 | 337.5 |
| 1.00 | 268.9 | 401.0 |
| 5.00 | 268.9 | 437.8 |

At 0.05 years, about 18 days, the two agree to the digits shown. The diffusion length $\sqrt{\kappa t}$ is then about 10 µm, and the cathode has not yet felt what lies 50 µm away. By 0.2 years the length has doubled and the curves have begun to part. A few weeks at this temperature could not tell the two cases apart. The last two pair entries lie above 400 MPa and assume that no void has formed, which would need a higher threshold.

Q: When does my pair cross 400 MPa?

A: The required rise is 300 MPa and $G\ell=675.6$ MPa, so the bracket must equal $300/675.6=0.444$. At this stage the $n=1$ term suffices:

$$e^{-\pi^2\kappa t/\ell^2}=\frac{\pi^2}{4}(0.500-0.444)\approx0.138,
\qquad \frac{\kappa t}{\ell^2}\approx\frac{1.98}{\pi^2}\approx0.201 .$$

The next term is smaller by a factor of order $10^{-8}$. Multiplying by 4.92 years gives 0.99 years, and the hopping calculation gives the same time to that accuracy. The isolated segment never reaches the threshold in the model.

Q: A void is not yet an open circuit. Perhaps it stays harmlessly small.

A: It may saturate, so let us find its size. The void surface carries no stress, so $\sigma(0)=0$, and the new steady profile is $\sigma=-Gx$. Relative to the initial state, the stress has dropped by $\sigma_i+Gx$, which means a fractional atom excess of $(\sigma_i+Gx)/B$. Those atoms came from the void. If it spans the cross-section, its length is

$$\Delta=\int_0^{2L}\frac{\sigma_i+Gx}{B}\,dx=\frac{2L\sigma_i}{B}+\frac{G(2L)^2}{2B}
=0.50+1.69=2.19\ \text{µm}.$$

This neglects the 2% shortening of the metal; including it lowers the length by about 4%, to 2.11 µm, and eases the far-end stress quoted below to about −661 MPa. For a line 0.5 µm thick it is a large void. Whether the circuit opens depends on whether a conducting liner bridges the gap, and on where the plug meets the line. The far end would reach −676 MPa. If the passivation cracks and metal escapes there, the compression that limits the void is relieved, and the void can grow beyond this estimate.

Q: How far would you trust all this for a real line?

A: The temperature and current density are plausible for aluminium interconnects, though the current is on the high side for continuous use. A critical product of 4440 A/cm is also towards the high end of what I would expect, and it rests on a rough threshold. With everything else fixed and the line kept at 373 K, the pair nucleates while the isolated segment survives for $Z^*$ between 3.55 and 7.10. Your value of 4 is near the lower edge, so this particular verdict is sensitive, whereas the factor of two between the peak rises above $\sigma_i$ is not. Real lines also break the assumption of a fixed initial tension. Taking the thermal stress as $3B$ times an expansion mismatch of 20 ppm/K gives 1.20 MPa/K. Switching off and cooling to 300 K then adds 87.6 MPa, with the atoms taken as frozen in place. The isolated peak becomes 356.5 MPa, still below 400 MPa.

Q: But the case with the idle second segment would go from 353.4 to 441.0 MPa.

A: Yes, above the threshold. So $\sigma_i$ in the design condition must include the largest thermal tension the line will meet, and the 2220 A/cm above must be lowered accordingly, here to about 1570 A/cm. The window of $Z^*$ quoted above then moves to 2.52 to 5.03.

Q: And self-heating? Or a diffusivity that changes with stress?

A: For heat flowing straight down through 1 µm of oxide with conductivity 1.3 W/(m K), the temperature rise is $\rho j^2$ times the line thickness, times the oxide thickness over its conductivity. That is 0.34 K, which shifts the thermal stress by about 0.4 MPa.

Stress matters more for the rate. If tension raises the diffusivity by $e^{\Omega(\sigma-\sigma_i)/kT}$, the factor at the pair's final peak is 2.97. The nucleation time moves from 0.986 to 0.928 years, about 6% earlier. The steady peak stays at 437.8 MPa, because the factor multiplies the whole flux, and zero flux still requires $d\sigma/dx=-G$. The same argument covers the final stress when the diffusivity varies from grain to grain, provided it vanishes nowhere. On the way there, however, atoms can leave a fast stretch more quickly than a slow stretch upstream resupplies them. The tension then rises for a while where the fast stretch begins, and that can happen even in the second segment, which is safe when the diffusivity is uniform.

Q: Then my screening should begin by asking where atoms are stopped, not where the layout starts a new segment.

A: Yes. Trace the metal, with any branches, out to its atom-blocking boundaries, and apply the stress test to that whole piece.

## Table of computed values

```
INPUTS (rough typical values, passivated Al line)
temperature: 373 K
effective charge number Z: 4.0
resistivity: 3.50 uohm cm
atomic volume: 0.0166 nm^3
effective modulus B: 20 GPa
effective diffusivity D: 1.0e-14 cm^2/s
current density: 0.50 MA/cm^2
length of each segment: 50 um
initial tension: 100 MPa
nucleation threshold: 400 MPa
BLECH TEST
wind force per atom: 7.000e-04 eV/um
stress gradient G: 6.756 MPa/um
stress difference G*L: 337.8 MPa
jL of each segment: 2500 A/cm
critical jL, isolated segment: 4440 A/cm
critical jL, each of the pair: 2220 A/cm
jL / critical jL (isolated): 0.563
STEADY TENSION, HOPPING MODEL (first end, joint, last end)
aiding: 437.8, 100.0, -237.8 MPa
opposed: 268.9, -68.9, 268.9 MPa
idle downstream: 353.4, 15.5, 15.5 MPa
idle upstream: 184.5, 184.5, -153.4 MPa
unequal: 387.1, 49.3, -85.8 MPa
sealed joint, ends of a segment: 268.9, -68.9 MPa
CATHODE TENSION IN TIME (isolated, pair)
0.05 years: 176.9, 176.9 MPa
0.20 years: 241.4, 253.7 MPa
0.50 years: 266.4, 337.5 MPa
1.00 years: 268.9, 401.0 MPa
2.00 years: 268.9, 432.9 MPa
5.00 years: 268.9, 437.8 MPa
stress diffusivity kappa: 6.447e-13 cm^2/s
time (2L)^2/kappa: 4.92 years
nucleation time, hopping model: 0.986 years
nucleation time, series: 0.986 years
NEGLECTED EFFECTS
diffusivity factor at peak tension: 2.97
nucleation time with that effect: 0.928 years
peak tension with that effect: 437.8 MPa
line thickness: 0.5 um
oxide thickness: 1.0 um
oxide heat conductivity: 1.3 W/(m K)
Joule heating: 0.34 K
expansion mismatch: 20 ppm/K
thermal stress slope: 1.20 MPa/K
added tension at 300 K: 87.6 MPa
isolated peak at 300 K: 356.5 MPa
verdict holds for Z between: 3.55 and 7.10
saturated void length: 2.19 um
far-end stress with that void: -676 MPa
```
